Two true rates behind one reading of a paralyzable photon counter

**Problem**

A single-photon detector is lit by steady, weak light. Each detection event leaves it dead for τ = 1 µs. The counter is paralyzable: an event that arrives during the dead time is not recorded, but it starts a new dead time of full length τ. The counter reports m = 200,000 counts per second.

(a) Which true event rates n are compatible with this reading?
(b) Can the list of count times tell them apart, and if not, what can?

The true rate n is the rate of events that a detector always ready to respond would register. It includes dark events, which occur without light, and it is not the rate of incident photons. The events are assumed to form a Poisson stream: they are independent of one another and their mean rate is constant. The counter has been running for much longer than τ.

**First estimate by scaling**

The data contain two rates, m and 1/τ. Their ratio is the number that matters:

y = mτ = (200,000 s⁻¹)(10⁻⁶ s) = 0.2.

Suppose first that few events are lost. Each count then blocks the detector for about τ, so it is dead for a fraction of about y of the time. The rate of lost events is about ym, and

n ≈ m(1 + y) = 240,000 s⁻¹.

Now suppose that the detector is flooded. Counts appear only after rare gaps longer than τ. In a random stream the chance of such a gap falls exponentially with nτ, so m ≈ n exp(−nτ), or

nτ ≈ ln(nτ/y).

The logarithm varies slowly. Putting nτ = 1 inside it gives nτ ≈ ln 5 = 1.61. Putting this value inside gives nτ ≈ ln(1.61/0.2) = 2.09, hence n ≈ 2.1 million per second. One reading thus seems to allow two rates, about a factor of nine apart.

**Exact solution**

*The recorded rate.* Consider an event at time t. If another event occurred within the preceding τ, that event started a dead time, whether or not it was itself recorded, and the detector is still dead at t. If no event occurred within the preceding τ, every earlier dead time has run out. An event is therefore recorded if and only if the preceding interval τ is empty.

To find the probability of an empty interval, divide τ into N equal parts. For large N each part holds an event with probability nτ/N, independently of the others, so

P(empty) = lim (1 − nτ/N)^N = exp(−nτ) as N → ∞.

Events before t are independent of the event at t, so this fraction of all events is recorded:

m = n exp(−nτ).

*The number of solutions.* Differentiation at fixed τ gives

dm/dn = exp(−nτ) − nτ exp(−nτ) = (1 − nτ) exp(−nτ).

The recorded rate rises from zero up to n = 1/τ and then falls back towards zero. Its maximum is

m_max = 1/(eτ) = 367,879 s⁻¹.

A positive reading below this value has one solution on each side of n = 1/τ. At the maximum the two merge. A reading of 400,000 per second would have no solution and would show that the model or the assumed dead time is wrong.

*The Lambert function.* Let x = nτ. Multiplying the rate law by τ gives y = x exp(−x), and a change of sign on both sides gives

(−x) exp(−x) = −y.

The Lambert function W(z) is defined as a solution w of w exp(w) = z. Here w = −x and z = −y, so

n = −W(−mτ)/τ.

The function w exp(w) has its minimum, −1/e, at w = −1. For −1/e < z < 0 there are therefore two real solutions: the branch W₀, which lies above −1, and the branch W₋₁, which lies below −1. Since x = −w, W₀ gives the rate below 1/τ and W₋₁ the rate above it.

*The numbers.* Two rearrangements of y = x exp(−x) give the roots on a pocket calculator. For the low root, repeat x → y exp(x), starting from x = 0.2:

0.20000, 0.24428, 0.25534, 0.25818, 0.25891, 0.25910, 0.25915, …

For the high root, repeat x → ln(x/y), starting from x = 2:

2.00000, 2.30259, 2.44347, 2.50286, 2.52687, 2.53642, 2.54019, …

Both sequences rise. The first does so because y exp(x) > x below the low root, the second because ln(x/y) > x between the roots. Neither can pass its root, because both functions increase with x and reproduce the root when they are evaluated there. Close to the root, each step multiplies the remaining error by the slope of the function. That slope is y exp(x) = x ≈ 0.26 in the first case and 1/x ≈ 0.39 in the second. The limits are x = 0.259171 and x = 2.542641. Since w = −x, this means

W₀(−0.2) = −0.259171, so n_low = 259,171 s⁻¹, or 0.259 million per second;

W₋₁(−0.2) = −2.542641, so n_high = 2,542,641 s⁻¹, or 2.54 million per second.

The detector is ready at a given moment if the preceding τ is empty, so exp(−nτ) is also the fraction of time for which it is ready. This fraction is 0.7717 at the low rate and 0.0787 at the high rate. Many events with a small chance of being recorded give the same reading as few events with a large chance.

**Comparison of the two**

The estimate of 0.240 million per second lies 7% below the exact low rate. To see what is missing, expand x = y exp(x) for small y. The first two terms are x ≈ y + y². Putting them into the right-hand side and keeping terms up to y³ gives

x ≈ y[1 + (y + y²) + y²/2] = y + y² + (3/2)y³.

The scaling estimate stops at y². The next term adds 0.012 and brings x to 0.252; higher terms supply the rest. Physically, two things are missing. The dead fraction y applies to all events, so the rate of lost events is yn rather than ym; this correction alone gives n = m/(1 − y) = 250,000 s⁻¹. The rest comes from the extension of the dead times by unrecorded events.

The high estimate, x ≈ 2.09, lies 18% below the exact value. Its error can be traced as well. The exact root obeys x = ln(x/y), while the estimate used ln(1.61/y). Subtraction removes y and leaves

x − 2.09 ≈ ln(2.54/1.61) ≈ 0.46,

which is the observed difference. For readings below this one the relative error of the estimate falls as y becomes smaller, because ln(1/y) then grows and the correction from the slowly varying logarithm becomes relatively small.

Neither estimate describes how the two rates merge at the maximum. At y = 1/e the low estimate gives nτ ≈ 0.50 instead of 1. The high estimate happens to give 1, but it approaches this value linearly in 1 − ey. To find the true behaviour, put x = 1 + ε with small ε. Since (1 + ε) exp(−ε) ≈ 1 − ε²/2,

y ≈ (1/e)(1 − ε²/2), so ε ≈ ±√[2(1 − ey)].

The two rates approach 1/τ symmetrically at this order, and the square root makes them very sensitive to the reading. Away from the maximum the sensitivity follows from ln m = ln n − nτ. Small changes obey

d ln m = d ln n − τ dn − n dτ = (1 − x) d ln n − x d ln τ,

because τ dn = x d ln n and n dτ = x d ln τ. Solving for d ln n gives

d ln n = [d ln m + x d ln τ]/(1 − x).

A reading 1% higher, at fixed τ, thus raises the low rate by 1.35% and lowers the high rate by 0.65%. A dead time 1% longer, at fixed reading, raises the low rate by 0.35% and lowers the high rate by 1.65%. The high rate depends more on τ than on the reading.

**Which rate is the true one?**

Suppose a count occurred at time t. For s < τ there can be no count at t + s. For s > τ a count at t + s needs an event there and an empty interval τ before it. That interval lies wholly after t, so the earlier count has no influence on it. The rate of counts at delay s after a given count is therefore

r(s) = 0 for s < τ, and r(s) = n exp(−nτ) = m for s > τ.

Each count also starts a fresh dead time, and later events do not depend on earlier ones. The gaps between successive counts are thus independent and share one probability density f(s). A count at delay s is either the next count or a later one, which gives

r(s) = f(s) + ∫₀ˢ f(u) r(s − u) du.

Since r vanishes for delays shorter than τ, the integral needs f(u) only for u < s − τ. The density can therefore be built up interval by interval: f = 0 up to τ, f = m from τ to 2τ, and so on. Nothing but m and τ enters. In this model the two true rates produce count lists with identical statistics, and no analysis of such a list can choose between them.

The same r(s) gives the counting error. Let N be the number of counts in a time T > τ. The mean number of ordered pairs of different counts is

⟨N(N − 1)⟩ = 2∫ m²(T − s) ds, from s = τ to T, = m²(T − τ)².

Here m is the rate of first counts, m again is the rate of second counts at delay s, and T − s is the range of times open to the first. With ⟨N⟩ = mT,

Var N = m²(T − τ)² + mT − m²T² = mT − m²τ(2T − τ).

For T = 1 s this is about 200,000 − 80,000 = 120,000, so the reading has a standard deviation of 346 s⁻¹. This is 0.17% of the reading. Multiplied by the sensitivities above, which relate relative changes, it becomes 0.23% of the low rate and 0.11% of the high rate, or about 610 s⁻¹ and 2,900 s⁻¹. Counting noise is far too small to blur the two rates together, yet a longer count does not select one.

A second measurement with dimmed light does. If the event rate is halved at fixed τ, the recorded rate becomes (n/2) exp(−nτ/2):

low rate: 113,836 s⁻¹; high rate: 356,556 s⁻¹.

The reading falls in the first case and rises in the second, where the detector gains more ready time than it loses events. For the direction of the change to decide, the filter must not be too strong. The curve m(n) lies above the original reading only between the two roots, so on the high branch the reading rises only if the event rate is reduced to a fraction between n_low/n_high = 0.102 and 1. Reducing the event rate to one twentieth lowers the reading in both cases, to about 12,800 s⁻¹ or 112,000 s⁻¹. The size of the drop then decides, provided that the reduction is roughly known. A direct measurement of the ready fraction, 0.77 or 0.08, would also decide.

**A real detector**

A passively quenched single-photon avalanche diode, which recharges through a resistor after each avalanche, roughly follows this model. A dead time of 1 µs is roughly typical. Take also, as rough values, a detection efficiency η = 0.5 at λ = 850 nm and n_d = 1000 dark events per second. The optical power on the detector is

P = [(n − n_d)/η] hc/λ,

which is 121 fW for the low rate and 1,190 fW for the high rate. Dark events make up 0.39% and 0.04% of the two true rates. If the dead time is really 5% longer than assumed, solving the rate law again shifts the low rate by +1.8% and the high rate by −7.8%.

Afterpulses are avalanches started by charge trapped in an earlier one. Let each primary event have one afterpulse with probability p, after an exponentially distributed delay of mean d, and let n now count primary events. A primary event spoils the empty interval τ if it lies inside it, or if it lies a time v before it and its afterpulse falls inside. The mean number of such primaries is n times

τ + p∫₀^∞ [exp(−v/d) − exp(−(v + τ)/d)] dv = τ + pd[1 − exp(−τ/d)].

An afterpulse can itself be recorded if its parent is more than τ older, which has probability exp(−τ/d). Hence

m = n[1 + p exp(−τ/d)] exp{−nτ − npd[1 − exp(−τ/d)]}.

For p = 0.02 and d = 1 µs, numerical root finding gives shifts of −0.55% for the low rate and −1.6% for the high rate.

Full paralysis is an idealization too. During recharge the voltage is reduced, and a carrier is less likely to start an avalanche. As a simple model, let an event in the dead time restart it with a fixed probability θ. Restarts then arrive at rate k = θn. Let B be the mean duration of a dead period. It lasts until the first restart or until τ, whichever comes first, for a mean time [1 − exp(−kτ)]/k. With probability 1 − exp(−kτ) this was a restart, and a further mean time B follows:

B = [1 − exp(−kτ)]/k + [1 − exp(−kτ)]B, so B = [exp(kτ) − 1]/k.

After the dead period the detector waits a mean time 1/n for the next count. One count therefore takes 1/n + B on average, and

m = 1/(1/n + B) = θn/[exp(θnτ) + θ − 1].

For θ = 1 this is the original law. For θ = 0.9, a chosen value, numerical root finding gives 0.258 and 2.84 million per second, shifts of −0.4% and +12%. With θ < 1 the two count lists are also no longer identical. The density of gaps just above τ is n exp(−θnτ), since it needs a dead time without a restart followed at once by an event. This is about 205,000 s⁻¹ at the low rate and 220,000 s⁻¹ at the high rate, so the exact ambiguity of the list belongs to full paralysis. In a real diode θ rises as the recharge proceeds, and the high rate depends on the whole course of this rise. The average of θ over the dead time does not fix the shift. Let s be the time since the last restart. The rise θ = 1 − exp(−10s/τ) also averages 0.9 but moves the high rate by only about +3%, while the slower rise θ = 1 − exp(−3s/τ) moves it by about +28%. In the limit θ → 0, B becomes τ and m = n/(1 + nτ). This has the single solution n = m/(1 − mτ) = 250,000 s⁻¹. At this reading the low rate thus differs by less than 4% between the two limiting types of dead time, whereas the high rate owes its existence to the restarts, and its value is only as good as the model of them.
